# The Maue-Shockley Surface State and Its Splitting in a Slab

**Q.** A gap is a range of energies in which a crystal has no states. How can cutting the crystal put one there?

**A.** The Schrödinger equation has solutions at gap energies, but in an infinite crystal they grow without bound in one direction. A surface removes the side on which they grow. What remains is acceptable if it joins smoothly to a decaying wave in the vacuum.

Take one electron moving along the surface normal $z$, with zero wavevector parallel to the surface and no lateral corrugation. The gap meant below is the one at this parallel wavevector; bulk states with lateral motion can have the same total energy. The crystal fills $z<a/2$, with atomic planes at $z=0,-a,-2a,\dots$, so it ends midway between two plane positions. With $G=2\pi/a$,
$$V(z)=2V\cos Gz\quad(z<a/2),\qquad V(z)=U\quad(z>a/2).$$
Energies are measured from the mean inner potential, and $U$ is the vacuum level. The coefficient $V$ is real and may have either sign. It is small compared with the free-electron energy at the zone boundary,
$$E_B=\frac{\hbar^2}{2m}\left(\frac G2\right)^2=\frac{\hbar^2G^2}{8m},$$
and $U$ lies above the upper edge of the first gap.

**Q.** Then show me the growing solution. A complex wavevector does not by itself guarantee a real energy.

**A.** Near the zone boundary the potential strongly mixes two waves, $e^{\pm iGz/2}$. Give both the same real growth factor:
$$\psi=e^{qz}\left(Ae^{iGz/2}+Be^{-iGz/2}\right),\qquad q>0 .$$
This decays into the crystal, towards $z\to-\infty$. The kinetic operator multiplies the first term by
$$-\frac{\hbar^2}{2m}\left(q+\frac{iG}2\right)^2=E_B-\frac{\hbar^2q^2}{2m}-i\gamma,\qquad \gamma=\frac{\hbar^2Gq}{2m},$$
and the second by the complex conjugate. The potential, $V(e^{iGz}+e^{-iGz})$, turns each wave into the other with coefficient $V$; the waves $e^{\pm3iGz/2}$ that it also produces are dropped. With $\varepsilon=E-E_B+\hbar^2q^2/2m$, the coefficients of the two waves give
$$(-\varepsilon-i\gamma)A+VB=0,\qquad VA+(-\varepsilon+i\gamma)B=0 .$$
The determinant vanishes when $\varepsilon^2+\gamma^2=V^2$. This has real solutions for $\gamma\le|V|$, so the energy is real. The first equation gives $B/A=(\varepsilon+i\gamma)/V$, which has modulus one. Writing it as $e^{-2i\delta}$ and separating real and imaginary parts,
$$\varepsilon=V\cos2\delta,\qquad \gamma=-V\sin2\delta .$$
Choosing $A=e^{i\delta}/2$ and $B=e^{-i\delta}/2$ makes the wave real:
$$\psi=e^{qz}\cos\left(\frac{Gz}2+\delta\right),\qquad E=E_B-\frac{\hbar^2q^2}{2m}+V\cos2\delta,\qquad q=-\frac{2mV}{\hbar^2G}\sin2\delta .$$
At the gap edges $q=0$ and $E=E_B\pm|V|$.

**Q.** So every gap energy offers a decaying wave. What selects one of them, and where does the sign of $V$ enter?

**A.** The vacuum wave selects it. For $z>a/2$ the solution is proportional to $e^{-pz}$, with $p=\sqrt{2m(U-E)}/\hbar$. Continuity of $\psi$ and $\psi'$ means equal logarithmic derivatives at $z=a/2$, where $Gz/2=\pi/2$:
$$q-\frac G2\tan\left(\frac\pi2+\delta\right)=-p .$$
Since $\tan(\pi/2+\delta)=-\cot\delta$,
$$-\frac G2\cot\delta=p+q .$$
The right side is positive, so $\cot\delta<0$. The phase matters only modulo $\pi$, so we may take $-\pi/2<\delta<0$, where $\sin2\delta<0$. But $q=-(2mV/\hbar^2G)\sin2\delta$ must be positive. Hence
$$V>0 .$$
For this origin and termination, this is the Maue-Shockley condition.

**Q.** You have shown that $V>0$ is necessary. Why must there be a solution, and why not several?

**A.** Let $f(\delta)=-(G/2)\cot\delta-p-q$. At $\delta\to-\pi/2$ the cotangent and $q$ vanish, so $f\to-p<0$. At $\delta\to0^-$, $f\to+\infty$. There is at least one root. For uniqueness, differentiate:
$$\frac{df}{d\delta}=\frac{G}{2\sin^2\delta}+\frac{4mV}{\hbar^2G}\cos2\delta-\frac{dp}{dE}\frac{dE}{d\delta}.$$
The second coefficient equals $(G/2)(V/E_B)$, so for $V<E_B$ the first term outweighs it. For the third, insert $\hbar^2q^2/2m=V^2\sin^22\delta/4E_B$ in $E$:
$$\frac{dE}{d\delta}=-\sin2\delta\left(2V+\frac{V^2}{E_B}\cos2\delta\right)>0 .$$
Because $dp/dE<0$, the third term is positive too. Thus $f$ rises steadily and has one root.

**Q.** I could move the origin by $a/2$ and reverse the sign of $V$. Surely physics cannot depend on that.

**A.** It does not, provided the surface stays where it is in the crystal, so that its coordinate changes from $a/2$ to $0$ when the origin is shifted. What matters is the crystal relative to its termination. For a potential $2V\cos Gz$ cut at $z=0$, matching gives $(G/2)\tan\delta=p+q$. Then $0<\delta<\pi/2$, and positive $q$ demands $V<0$. Since the shift reversed the sign of $V$, this is the earlier condition again. With the original origin kept, the same result says that a cut through an atomic plane position needs the opposite sign.

A statement free of the origin follows from the edge waves. For $V>0$ the lower edge has $\delta=-\pi/2$, so $\psi\propto\sin(Gz/2)$, which has an antinode at $z=a/2$. The upper-edge wave $\cos(Gz/2)$ has a node there. For these symmetric terminations, a surface state exists when the lower-edge wave has its antinode at the termination plane.

**Q.** Where in the gap does the state lie?

**A.** For $V$ small beside both $E_B$ and $U-E_B$, replace $E$ by $E_B$ in $p$, calling the result $p_0$, and neglect $q$ beside $p_0$. Then $\tan\delta=-G/(2p_0)$. Using $\hbar^2p_0^2/2m=U-E_B$,
$$\cos2\delta=\frac{1-\tan^2\delta}{1+\tan^2\delta}=\frac{p_0^2-G^2/4}{p_0^2+G^2/4}=\frac{U-2E_B}{U},$$
$$\sin2\delta=\frac{2\tan\delta}{1+\tan^2\delta}=-\frac{Gp_0}{p_0^2+G^2/4}=-\frac{\hbar^2Gp_0}{2mU}.$$
To leading order in $V$ the level and its decay constant are
$$E_s\simeq E_B+V\left(1-\frac{2E_B}{U}\right),\qquad q\simeq\frac{Vp_0}{U}.$$
At $U=2E_B$ the state is at midgap. As $U\to\infty$ it approaches the upper edge and $q\to0$: a hard wall demands a node at the surface, and the upper-edge wave already has one. A higher barrier therefore does not mean a better localized surface state.

**Q.** All this rests on two waves. Might the waves you dropped destroy the sign rule?

**A.** For the full cosine potential they do not. Let $\psi$ now be the solution that decays into the crystal, and let $\ell(E)=\psi'/\psi$ at $z=a/2$. The matching condition is $\ell=-p$.

First, $\ell$ falls with energy. Put $\chi=\partial\psi/\partial E$ and differentiate the Schrödinger equation with respect to $E$:
$$-\frac{\hbar^2}{2m}\chi''+V(z)\chi=E\chi+\psi .$$
Multiply this by $\psi$, multiply the original equation by $\chi$, and subtract. The potential cancels, leaving $-(\hbar^2/2m)(\chi''\psi-\psi''\chi)=\psi^2$. The bracket is the derivative of $\chi'\psi-\psi'\chi$, which vanishes at $-\infty$. Integrating to the face and dividing by $\psi_0^2=\psi(a/2)^2$,
$$\frac{d\ell}{dE}=-\frac{2m}{\hbar^2}\,\frac{1}{\psi_0^2}\int_{-\infty}^{a/2}\psi^2\,dz<0 .$$

Second, $\ell$ has no zero or pole inside the gap. The plane $z=a/2$ is a mirror plane of the infinite crystal. If $\psi'$ vanished there, the even reflection of $\psi$ would continue it smoothly to the right; if $\psi$ vanished there, the odd reflection would. Either continuation decays on both sides. But in the infinite crystal a solution decaying to the left is multiplied by $-e^{qa}$ on each step $a$ to the right, so it grows there. This is a contradiction.

**Q.** That fixes the sign of $\ell$ throughout the gap, but not which sign it is.

**A.** The edges decide. At the zone boundary the waves are built either from $\cos[(n+\tfrac12)Gz]$ or from $\sin[(n+\tfrac12)Gz]$, with $n=0,1,\dots$. The products
$$2\cos Gz\cos\tfrac{Gz}2=\cos\tfrac{3Gz}2+\cos\tfrac{Gz}2,\qquad 2\cos Gz\sin\tfrac{Gz}2=\sin\tfrac{3Gz}2-\sin\tfrac{Gz}2$$
show that the two Hamiltonian matrices differ in their first diagonal element alone: $E_B+V$ for cosines, $E_B-V$ for sines. For $V>0$ the lowest sine level is therefore below the lowest cosine level. A change of one diagonal element cannot lift the lowest level past the old second one, so these two levels bound the first gap.

At $z=a/2$ every sine in the set has zero slope and every cosine is zero. Thus for $V>0$, $\ell$ starts at $0$ and falls to $-\infty$. Since $p$ also falls with energy, $\ell+p$ decreases from a positive value to $-\infty$ and crosses zero once. For $V<0$ the edges are exchanged, $\ell$ falls from $+\infty$ to $0$, and $\ell=-p$ has no solution.

**Q.** Now give the crystal a second face. The two surface states are equal in energy. Why should they split, and by how much?

**A.** Each has a tail that reaches the other face. Let the slab have $N$ cells and thickness $L=Na$, with both faces midway between plane positions and unlimited vacuum outside. Put $z=0$ at its centre. Let $\varphi(z)$ be the crystal solution that grows to the right, so that
$$\varphi(-L/2)=(-1)^Ne^{-qL}\varphi(L/2),$$
with the same factor for $\varphi'$. The slab is symmetric, so its states are $\psi=\varphi(z)+\sigma\varphi(-z)$, with parity $\sigma=\pm1$. The slope of $\varphi(-z)$ carries an extra minus sign. With $\eta=\sigma(-1)^Ne^{-qL}$, matching at the right face gives
$$\frac{\psi'}{\psi}\bigg|_{L/2}=\ell\,\frac{1-\eta}{1+\eta}=-p .$$
For the two signs of $\eta$ this reads
$$\ell\tanh\frac{qL}2=-p\quad(\eta>0),\qquad \ell\coth\frac{qL}2=-p\quad(\eta<0).$$
No approximation has been made within the model. In the first case $\ell+p=\ell(1-\tanh\frac{qL}2)<0$. Since $\ell+p$ falls through zero at $E_s$, this level lies above $E_s$. The second lies below it and has $\sigma(-1)^N=-1$, hence parity $(-1)^{N-1}$.

**Q.** Hyperbolic functions are not yet an exponential law.

**A.** For $qL\gg1$, expand $(1-\eta)/(1+\eta)\simeq1-2\eta$. The condition becomes $\ell+p\simeq2\eta\ell\simeq-2\eta p$, because $\ell=-p$ at zeroth order. We need the slope of $\ell+p$ at $E_s$. From the definition of $p$,
$$\frac{dp}{dE}=-\frac{m}{\hbar^2p}=-\frac{2m}{\hbar^2}\,\frac1{2p},$$
and $1/(2p)$ is the integral of $\psi^2/\psi_0^2$ over the vacuum tail. Added to $d\ell/dE$, it completes the norm. If the one-face state is normalized to one,
$$\frac{d(\ell+p)}{dE}=-\frac{2m}{\hbar^2|\psi_0|^2}.$$
Dividing $-2\eta p$ by this slope gives $E-E_s\simeq\eta\,\hbar^2p|\psi_0|^2/m$. The levels have $\eta=\pm e^{-qL}$, so
$$\Delta E\simeq\frac{2\hbar^2p}{m}|\psi_0|^2e^{-qL},$$
with $p$, $q$ and $\psi_0$ taken at $E_s$. The exponent is $qL$, not $2qL$, because the coupling contains one amplitude that has crossed the slab, not a density.

**Q.** But $q$ depends on energy, and the levels move. Does that spoil the exponent?

**A.** Not at large $L$. Write $\eta=\zeta e^{-[q(E)-q(E_s)]L}$ with $\zeta=\pm e^{-q(E_s)L}$. Both levels obey one equation that differs only in the sign of $\zeta$, so $E-E_s=c_1\zeta+c_2\zeta^2+c_3\zeta^3+\dots$. The quadratic term shifts both levels alike and cancels from the difference. The relative correction to $\Delta E$ is of order $e^{-2qL}$, times powers of $L$ from the exponent.

**Q.** Can the prefactor be written in terms of the potential?

**A.** For weak $V$, yes. The one-face wave has the envelope $e^{q(z-a/2)}$, and $\cos^2$ averages to $1/2$, so its norm is $1/(4q)$. The oscillating remainder and the vacuum tail stay finite as $q\to0$ and are negligible beside it. At the face the squared wave is $\sin^2\delta=(G^2/4)/(p_0^2+G^2/4)=E_B/U$. Hence $|\psi_0|^2\simeq4qE_B/U$. Inserting $q\simeq Vp_0/U$ and $\hbar^2p_0^2/m=2(U-E_B)$,
$$\Delta E\simeq\frac{8\hbar^2p_0^2VE_B}{mU^2}e^{-qL}=\frac{16VE_B(U-E_B)}{U^2}e^{-qL}.$$

**Q.** What happens in a very thin slab?

**A.** A level may leave the gap. For fixed parity, the interior logarithmic derivative at the face also falls with energy: the earlier identity applies with the integral starting at the slab centre, where its boundary term vanishes. It is therefore enough to inspect the gap edges, here in the two-wave approximation with $\ell=q+(G/2)\cot\delta$.

Near the lower edge put $\delta=-\pi/2+x$. Then $\cot\delta\simeq-x$ and $x\simeq\hbar^2Gq/(4mV)$, so $\ell\simeq-q(E_B/V-1)$. As $q\to0$, $\ell\coth(qL/2)\to-2(E_B/V-1)/L$. The lower level is in the gap if this exceeds $-p$:
$$L>\frac{2}{p}\left(\frac{E_B}{V}-1\right).$$
Near the upper edge $\delta\simeq-\hbar^2Gq/(4mV)$, so $\ell\simeq-2mV/(\hbar^2q)$ and $\ell\tanh(qL/2)\to-mVL/\hbar^2$. The upper level is in the gap if this is below $-p$:
$$L>\frac{\hbar^2p}{mV}.$$
Each $p$ is taken at the edge concerned. Only the leading order in $V/E_B$ is reliable: the $-1$ in the first threshold is of the same order as the dropped waves, and for the full cosine at weak $V$ it is replaced by $-3/4$.

**Q.** Let me see numbers, starting with the sign rule.

**A.** Take round model values: $a=0.30$ nm, $|V|=1$ eV, $U=10$ eV. Then $\hbar^2/2m=0.0381$ eV nm², $G=20.944$ nm⁻¹ and $E_B=4.178$ eV. Finite-difference diagonalization of a 12-cell slab finds two gap levels for $V=+1$ eV and none for $V=-1$ eV. The same holds with $U=6$ and $20$ eV.

For $V=+1$ eV the two-wave condition gives $\delta=-0.664$, so $\cos2\delta=0.240$ and $\sin2\delta=-0.971$. Hence
$$q=\frac{1\times0.971}{0.0381\times20.944}=1.217\ \text{nm}^{-1},$$
$$E_s=4.178-0.0381\times1.217^2+0.240=4.362\ \text{eV}.$$
Integrating the Schrödinger equation with the full cosine gives $4.275$ eV and $q=1.228$ nm⁻¹. The level is $5.73$ eV below vacuum, and its amplitude decays over $1/q=0.81$ nm, nearly three cells.

**Q.** A discrepancy of 0.087 eV is not small beside a 2 eV gap.

**A.** It is the price of the dropped waves. Divided by $V$, the error is $0.087$, $0.044$ and $0.022$ for $V=1$, $0.5$ and $0.25$ eV. It halves with $V$, so the absolute error scales as $V^2$, whereas the position within the gap is a quantity of order $V$. At $V=0.02$ eV the full cosine gives $(E_s-E_B)/V=0.163$, against $1-2E_B/U=0.164$.

**Q.** And the splitting?

**A.** The full-cosine state has $p=12.26$ nm⁻¹ and $|\psi_0|^2=1.757$ nm⁻¹. Since $2\hbar^2/m=4(\hbar^2/2m)$, the prefactor is
$$4\times0.0381\times12.26\times1.757=3.28\ \text{eV}.$$
The weak-potential formula gives $3.89$ eV, about 19% more, so at $V=1$ eV it serves as an estimate. Direct diagonalization compares with the asymptotic law as follows.

| $L$ (nm) | direct (meV) | law (meV) |
|---|---|---|
| 1.2 | 846 | 751 |
| 2.4 | 174.2 | 172.1 |
| 3.6 | 39.44 | 39.40 |
| 7.2 | 0.473 | 0.473 |

The direct value exceeds the law by about 13% at 1.2 nm and by 0.1% at 3.6 nm. The last two thicknesses computed, 6.0 and 7.2 nm, give a decay constant of $1.228$ nm⁻¹ from the splittings alone, in agreement with $q$ of the one-face state.

The two-wave formulas put the thin-slab thresholds at $0.475$ and $0.857$ nm; with $V/E_B\approx0.24$ these are estimates, good to about 10%; the full cosine gives $0.521$ and $0.808$ nm. Slabs of 0.3, 0.6, 0.9 and 1.2 nm indeed have zero, one, two and two gap levels. The numerical output lists the remaining comparisons.

**Q.** What does this imply for a slab calculation, and when would you not trust it?

**A.** To bring the splitting below a chosen $\Delta E$ of 0.1 eV or less, where the asymptotic law is accurate, the thickness must exceed $q^{-1}\ln(3.28\ \text{eV}/\Delta E)$ in this example. For 1 meV that is $8.10/1.228=6.6$ nm, or 22 cells. A state near a gap edge has small $q$ and needs a much thicker slab.

The law assumes identical faces. If they differ but each still has a surface state, the two one-face energies are in general different, and that difference survives as $L\to\infty$. If one face is instead cut through a plane position, it has no state in this gap for $V>0$, and a thick slab keeps only one level (a very thin one may keep none). In a periodically repeated slab, tails also overlap across the vacuum, which was taken as unlimited here. The model has an abrupt step, without self-consistent charge, image potential or lateral corrugation, so its level positions are not predictions for a real metal. Nor does it fix the work function: that requires a Fermi level, which also decides whether the surface state is occupied.

## Values computed for the example and the checks

```
lattice period a = 0.30 nm; V = 1.00 eV; U = 10.00 eV
hbar^2/(2m) = 0.038100 eV nm^2; G = 20.9440 1/nm
zone-boundary free energy E_B = 4.1781 eV
gap edges (plane waves) = 3.1491, 5.1473 eV
gap edges (two waves) = 3.1781, 5.1781 eV
U =  6.0 eV, N = 12: gap levels 2 (V=+1 eV), 0 (V=-1 eV)
U = 10.0 eV, N = 12: gap levels 2 (V=+1 eV), 0 (V=-1 eV)
U = 20.0 eV, N = 12: gap levels 2 (V=+1 eV), 0 (V=-1 eV)
ell for V=+1 eV at 0.1, 0.5, 0.9 of gap: -3.194 -10.633 -34.768 1/nm
ell for V=-1 eV at 0.1, 0.5, 0.9 of gap: 28.749 10.633 3.863 1/nm
two-wave phase delta = -0.6640 rad
surface level: two-wave 4.3621 eV; full cosine 4.2750 eV
level below vacuum (full cosine) = 5.7250 eV
crystal decay q: two-wave 1.2165; full cosine 1.2284 1/nm
vacuum decay p: two-wave 12.1646; full cosine 12.2582 1/nm
amplitude decay length 1/q (full cosine) = 0.8140 nm
face density psi0^2: two-wave 1.5609; full cosine 1.7568 1/nm
face density from slab eigenvectors, N = 24: 1.7568 1/nm
splitting prefactor: two-wave 2.8938; full cosine 3.2820 eV
V = 1.00 eV: two-wave level error / V = 0.0871
V = 0.50 eV: two-wave level error / V = 0.0439
V = 0.25 eV: two-wave level error / V = 0.0220
weak limit (E_s-E_B)/V: formula 0.1644; V=0.02 eV 0.1631
weak limit q/V: formula 1.2361; V=0.02 eV 1.2360 1/(eV nm)
weak limit prefactor/V: formula 3.8919; V=0.02 eV 3.8773
N = 8 levels, diagonalization: 4.19133, 4.36553 eV
N = 8 levels, tanh/coth conditions: 4.19133, 4.36553 eV
parity of lower level: N = 7: +1; N = 8: -1
N =  4, L = 1.2 nm: splitting 845.8106 meV; law 751.4875 meV
N =  8, L = 2.4 nm: splitting 174.2005 meV; law 172.0723 meV
N = 12, L = 3.6 nm: splitting 39.4426 meV; law 39.4004 meV
N = 16, L = 4.8 nm: splitting 9.0221 meV; law 9.0217 meV
N = 20, L = 6.0 nm: splitting 2.0657 meV; law 2.0658 meV
N = 24, L = 7.2 nm: splitting 0.4730 meV; law 0.4730 meV
decay constant from N = 20 and 24 splittings = 1.2285 1/nm
two-wave thickness thresholds: lower 0.475 nm; upper 0.857 nm
N = 1, L = 0.3 nm: levels in gap = 0
N = 2, L = 0.6 nm: levels in gap = 1
N = 4, L = 1.2 nm: levels in gap = 2
```
